Static structure factor of a plane-wave determinant: bulk and 54 electrons

**Question**

I am trying to compute the static structure factor of free electrons in a periodic cube, with the wavefunction taken as a single Slater determinant of plane waves. The exercise says that for a large system I should recover

S(q) = 3q/(4kF) − q³/(16kF³) for q below 2kF,

and that for 54 electrons I should find a "staircase" instead.

I have two problems. First, I can write S(q) as an expectation value of a double sum over electrons, but I do not see how a determinant turns that into something geometric, or where the factors 3/4 and 1/16 come from. Second, I tried counting states for 54 electrons, and when I sort my values by |q| they go up, then down, then up again. I expected a staircase to go only up. Is my counting wrong, or is the staircase not really a function of |q|?

**Answer**

Your counting can be right: the 54-electron values do not form a monotone function of |q|. Both parts follow from one counting formula, so I derive that first.

**Definition and conventions**

Let the cube have side L, with periodic boundary conditions and zero twist. The orbitals are

φ_k(r) = L^(−3/2) exp(ik·r), k = 2πn/L,

where n is a vector of integers. N/2 electrons of each spin fill the same set F of wavevectors. Write n_k = 1 if k is in F and n_k = 0 otherwise (the vector n has no such subscript). The density operator and the structure factor are

ρ_q = Σ_j exp(−iq·r_j), S(q) = ⟨ρ_q ρ_−q⟩/N.

The wavevector q must be of the form 2πm/L with integer m. For any other q, exp(−iq·r) is not periodic, and its value would depend on which periodic image of an electron is used. I also take q ≠ 0, because at q = 0 the definition merely gives N²/N = N.

For a weak probe that couples to the density, the scattered intensity summed over all final states f is proportional to Σ_f |⟨f|ρ_−q|Ψ⟩|². By completeness this equals ⟨ρ_q ρ_−q⟩, which is why S(q) is a scattering observable. This holds when the probe's energy is large compared with the excitation energies, so that all final states are reached at essentially the same q.

**From the double sum to a count**

Separate the terms with i = j, each of which equals 1:

⟨ρ_q ρ_−q⟩ = N + ⟨Σ_{i≠j} exp(−iq·r_i) exp(iq·r_j)⟩.

For the rest we need the expectation value of Σ_{i≠j} A_i B_j, where A and B act on one electron each. Expand the determinant on both sides into permutations of the orbitals. For a given pair of electrons, the other N − 2 electrons are touched by no operator. Orthogonality therefore forces each of them into the same orbital on both sides. The two remaining orbitals, a and b, are either in the same order on both sides, with sign +, or exchanged, with sign −.

Each ordered pair (a,b) occurs in (N−2)! permutations, there are N(N−1) ordered pairs of electrons, and the normalization is 1/N!. These factors multiply to 1, so

⟨Σ_{i≠j} A_i B_j⟩ = Σ_{a,b} [⟨a|A|a⟩⟨b|B|b⟩ − ⟨a|A|b⟩⟨b|B|a⟩].

The terms a = b may be included because they cancel. Now put A = exp(−iq·r) and B = exp(iq·r), which is the adjoint of A. The matrix element is

⟨kσ|A|k'σ'⟩ = δ_σσ' L⁻³ ∫ exp[i(k' − k − q)·r] d³r = δ_σσ' δ_{k',k+q}.

In the direct term k' = k, which would require q = 0, so that term vanishes. In the exchange term B = A† gives ⟨a|A|b⟩⟨b|A†|a⟩ = |⟨a|A|b⟩|². This is 1 when the spins agree and k' = k + q, and 0 otherwise. Both spins contribute equally:

⟨ρ_q ρ_−q⟩ = N − 2 Σ_k n_k n_{k+q}.

Dividing by N,

S(q) = 1 − (2/N) Σ_k n_k n_{k+q}.

Since Σ_k n_k = N/2, the leading 1 can be written as (2/N) Σ_k n_k, and therefore

S(q) = (2/N) Σ_k n_k (1 − n_{k+q}).

This is the geometric content you were missing. The operator ρ_−q tries to move one electron from k to k + q. If k + q is already occupied by an electron of the same spin, the resulting determinant has two equal columns and vanishes. S(q) is the fraction of electrons for which the move is allowed. For a simple product of the same orbitals, with no antisymmetry and hence no exchange term, it would be 1.

A small case can be integrated in full. Take six electrons on a line, three of each spin, in k = −1, 0, 1 (units of 2π/L). A shift by 1 leaves two of the three states overlapping, a shift by 2 leaves one, and a shift by 3 leaves none. The formula gives S = 1/3, 2/3, 1. Integration of |Ψ|² over all six coordinates gives 0.333333, 0.666667, 1.000000.

**The bulk limit**

Let N and L grow at fixed density, with F a sphere of radius kF. The allowed k have density L³/(2π)³, so

N = 2 · L³/(2π)³ · 4πkF³/3, which gives kF³ = 3π²N/L³.

In the counting formula the density of k-points cancels between numerator and denominator:

S(q) = 1 − V(q)/(4πkF³/3).

Here V(q) is the volume of k-space where both |k| < kF and |k + q| < kF. It is the overlap of two spheres of radius kF whose centres are a distance q apart.

Measure lengths in units of kF and set x = q/kF. For x < 2 the overlap is a lens, cut into two equal caps by the plane halfway between the centres. Seen from the centre of the sphere that bounds it, one cap extends from height z = x/2 to z = 1, and its cross-section at height z is a disc of area π(1 − z²). Hence

V = 2π kF³ ∫_{x/2}^{1} (1 − z²) dz

= 2π kF³ [(1 − x/2) − (1/3)(1 − x³/8)]

= 2π kF³ [2/3 − x/2 + x³/24].

Division by 4πkF³/3 multiplies the bracket by 3/2:

V/(4πkF³/3) = 1 − 3x/4 + x³/16.

Subtracting this from 1 gives

S(q) = 3q/(4kF) − q³/(16kF³), 0 < q ≤ 2kF.

For q > 2kF the spheres do not overlap, V = 0 and S = 1.

The two ends of the range can be checked separately.

At small q, the electrons that can move lie in a thin layer inside the Fermi surface, on the side facing q. At angle θ from q the layer has thickness q cos θ, to first order in q. Its volume is

kF² q ∫₀^{2π} dφ ∫₀^{π/2} cos θ sin θ dθ = π kF² q.

Divided by 4πkF³/3 this is 3q/(4kF), the linear term. The cubic term comes from the rim of the sphere as seen along q. In units of kF, a line parallel to q cuts a chord of length 2s from the sphere, and a length min(x, 2s) of that chord is allowed to move. Counting x for every line through the disc of area π gives the linear term. The overcount near the rim, where 2s < x, is 2π ∫₀^{x/2} s(x − 2s) ds = πx³/12, which divided by 4π/3 is x³/16.

Near 2kF, factorize the distance from 1:

1 − S = (x³ − 12x + 16)/16 = (2 − x)²(x + 4)/16.

So S is below 1 throughout 0 < x < 2, and it reaches 1 with zero slope. The curvature is not continuous: d²S/dx² = −3x/8 tends to −3/4 from below, while it is 0 above. The feature at 2kF is therefore a jump in the second derivative, not a visible corner.

**The 54-electron determinant**

Now N/2 = 27 wavevectors are filled for each spin. In order of kinetic energy, the shells n² = 0, 1, 2, 3 contain

1 + 6 + 12 + 8 = 27

points. The next shell, n² = 4, is empty, so the free-electron ground state is a closed shell.

These 27 points have a simple shape. Any integer vector with a component of magnitude 2 or more has n² ≥ 4 and is excluded. Any vector with all components in {−1, 0, 1} has n² ≤ 3 and is included. The "Fermi sphere" of 54 electrons is thus a 3×3×3 cube of points.

For the overlap we count the n for which both n and n + m lie in the cube. The three axes are independent. Along one axis, a shift of 0, 1 or 2 leaves 3, 2 or 1 common values, and a larger shift leaves none. That is max(0, 3 − |m_i|), so

S(m) = 1 − (1/27) Π_i max(0, 3 − |m_i|), m ≠ 0.

Along a cube axis, m = (m,0,0) with m = 1, 2, 3, this becomes

S = 1 − 9(3 − m)/27 = m/3,

or 1/3, 2/3, 1. Holding each value constant until the next allowed q gives a rising staircase. The treads are a drawing aid, since S is defined only at the allowed points.

Over all directions, each value is a multiple of 1/27, because S counts movable states out of 27. Sorted by length, the types of m are as follows; the last column is the bulk formula at the same q/kF.

m² = 1, (1,0,0): 9/27 = 0.333; bulk 0.393
m² = 2, (1,1,0): 15/27 = 0.556; bulk 0.543
m² = 3, (1,1,1): 19/27 = 0.704; bulk 0.648
m² = 4, (2,0,0): 18/27 = 0.667; bulk 0.728
m² = 5, (2,1,0): 21/27 = 0.778; bulk 0.793
m² = 6, (2,1,1): 23/27 = 0.852; bulk 0.845
m² = 8, (2,2,0): 24/27 = 0.889; bulk 0.920
m² = 9, (2,2,1): 25/27 = 0.926; bulk 0.947
m² = 9, (3,0,0): 27/27 = 1.000; bulk 0.947
m² = 12, (2,2,2): 26/27 = 0.963; bulk 0.993

All types not listed have S = 1.

The drop you found is the one from m² = 3 to m² = 4. Shifting the cube by (1,1,1) leaves 2·2·2 = 8 common points, while shifting it by (2,0,0) leaves 1·3·3 = 9. The longer shift blocks more electrons. Averaging over directions does not remove this drop, since each of these two shells contains a single type of vector.

At m² = 9 even the idea of a function of |q| fails, because (2,2,1) and (3,0,0) have equal length and different S. There are 24 vectors of the first type and 6 of the second, so the shell average is

(24 · 25/27 + 6 · 1)/30 = 0.941,

close to the bulk value 0.947. A plot of shell averages is single-valued, but it still goes down at m² = 4 and at m² = 12.

**Putting in a density**

Take a model gas with rs = 2 bohr, where rs is the radius of a sphere holding one electron on average. Then

L = rs (4πN/3)^(1/3) = 12.186 bohr,

kF = (3π²N/L³)^(1/3) = 0.9596 bohr⁻¹,

2π/L = 0.5156 bohr⁻¹ (0.974 Å⁻¹),

2kF = 1.919 bohr⁻¹ (3.627 Å⁻¹).

The smallest allowed q is thus already more than half of kF. There q/kF = 0.5156/0.9596 = 0.5373, and the bulk formula gives

S = 0.75 · 0.5373 − 0.5373³/16 = 0.4030 − 0.0097 = 0.3933.

The finite determinant gives 0.3333, lower by 0.060. At this q the cubic term is only about 2% of the linear one, so the bulk curve is still nearly straight there. The cell has no smaller nonzero q, however, so the approach of S to zero cannot be followed in it.

At the other end, S < 1 requires every |m_i| ≤ 2, and the longest such vector is of type (2,2,2). Its length is √12 · 0.5156 = 1.786 bohr⁻¹, somewhat below 2kF. Along an axis, S already reaches 1 at 3 · 0.5156 = 1.547 bohr⁻¹. The bulk onset at 2kF is spread over a range of q that depends on direction.

Changing rs rescales every q but leaves the table as it is. The values of S(m) depend on integers alone, and kF in units of 2π/L is (81/4π)^(1/3) = 1.861 for 54 electrons at any density.

**How the staircase turns into the curve**

Replacing the count of points by a volume makes an error only in those cells of the k-lattice that are cut by the surface of the sphere or of the lens. Their number grows at most as (kF L/2π)², while the number of occupied points grows as (kF L/2π)³. The error in S therefore vanishes at least as fast as N^(−1/3).

The largest absolute difference between S and the bulk curve, over all nonzero q, is 0.062 for N = 54, 0.011 for N = 1478 and 0.0011 for N = 66802. For these three closed shells the decrease is faster than the bound requires. For N = 54 the largest difference is the one at (2,0,0).

**A check that does not use the pair formula**

Multiply each electron's coordinate dependence by a function f(r). This replaces every orbital φ_k in the determinant by fφ_k. The overlap of two determinants is the determinant of their orbital overlaps, so for each spin

⟨Π_j f(r_j)⟩ = det M, M_kk' = ⟨k|f|k'⟩, with k and k' in F.

Choose f = exp(tg) with g real. The second derivative of the logarithm of the expectation value at t = 0 is the variance of Σ_j g(r_j). Expanding M = 1 + tG + t²G₂/2 + …, where G and G₂ are the matrices of g and g², and using ln det M = Tr ln M, we get for two spins

Var(Σ_j g) = 2 [Tr G₂ − Tr G²].

Since ρ_q = Σ_j cos(q·r_j) − i Σ_j sin(q·r_j) and both sums have zero mean for q ≠ 0, NS(q) is the variance of the cosine sum plus that of the sine sum. The two G₂ terms add up to 2 · N/2 = N, because cos² + sin² = 1. With C and D the matrices of the cosine and the sine,

Tr C² + Tr D² = Tr[(C − iD)(C + iD)] = Σ_{k,k'} |⟨k|exp(−iq·r)|k'⟩|² = Σ_k n_k n_{k+q}.

The cross terms drop out because Tr(CD) = Tr(DC). The result is again NS = N − 2 Σ_k n_k n_{k+q}. Evaluating the determinants for 54 electrons and differentiating numerically reproduces the S values for every type of m up to m² = 14, to better than 10⁻⁶ in S.

**Where these results apply**

The counting formula holds for any single determinant of plane waves in which both spins occupy the same F. The bulk curve needs a spherical F and a large system, and the product formula needs the 27-point cube.

If the spins have different occupations, the exchange sum is done for each spin separately:

S(q) = 1 − (1/N) Σ_σ Σ_k n_kσ n_{k+q,σ}.

For a fully polarized gas of the same density, one sphere holds all N electrons, so its radius is 2^(1/3) kF. The bulk formula keeps its form with kF replaced by this larger radius. S is then smaller at small q, since every pair of electrons now has equal spin and more moves are blocked, and it reaches 1 only at 2^(4/3) kF.

In an open shell, the set F depends on which of the degenerate points one fills, and S can then differ between directions that are equivalent in the cube.

Finally, the determinant contains exchange but no correlation from the Coulomb repulsion. In this state electrons of opposite spin are statistically independent, which is why only equal-spin pairs reduce S below 1. An interacting wavefunction is not a single determinant, and its S(q) has to be computed from its own pair density. The difference is large at small q. With the Coulomb interaction the linear term disappears and S approaches q²/(2ω_p), where ω_p = (4πN/L³)^(1/2) in atomic units. For the bulk gas at rs = 2, the random-phase approximation gives about 0.19 at q = 0.5156 bohr⁻¹, half of the free-electron value 0.393. The curve derived here is therefore the exchange-only reference, not the S(q) of a real metal.

Values computed for the example and the checks

```
Six electrons in 1D, S from |Psi|^2 for m = 1..4: 0.333333 0.666667 1.000000 1.000000
Electrons N = 54, k-points per spin = 27
Points in shells n^2 = 0,1,2,3: [1, 6, 12, 8]
Highest filled n^2 = 3, lowest empty n^2 = 4
rs = 2.0 bohr
L = 12.1859 bohr
kF = 0.9596 bohr^-1
kF/(2 pi/L) = 1.8611
Smallest q = 0.5156 bohr^-1 = 0.9744 angstrom^-1
2 kF = 1.9192 bohr^-1 = 3.6267 angstrom^-1
m, m^2, q (bohr^-1), q/kF, 27*S54, S54, S bulk, S54 - S bulk
(1, 0, 0)  1 0.5156 0.5373  9 0.3333 0.3933 -0.0600
(1, 1, 0)  2 0.7292 0.7599 15 0.5556 0.5425 +0.0131
(1, 1, 1)  3 0.8931 0.9307 19 0.7037 0.6476 +0.0561
(2, 0, 0)  4 1.0312 1.0747 18 0.6667 0.7284 -0.0618
(2, 1, 0)  5 1.1529 1.2015 21 0.7778 0.7927 -0.0149
(2, 1, 1)  6 1.2630 1.3162 23 0.8519 0.8446 +0.0072
(2, 2, 0)  8 1.4584 1.5198 24 0.8889 0.9204 -0.0316
(2, 2, 1)  9 1.5468 1.6120 25 0.9259 0.9472 -0.0213
(3, 0, 0)  9 1.5468 1.6120 27 1.0000 0.9472 +0.0528
(3, 1, 0) 10 1.6305 1.6992 27 1.0000 0.9678 +0.0322
(3, 1, 1) 11 1.7101 1.7821 27 1.0000 0.9828 +0.0172
(2, 2, 2) 12 1.7861 1.8614 26 0.9630 0.9930 -0.0300
(3, 2, 0) 13 1.8591 1.9374 27 1.0000 0.9985 +0.0015
(3, 2, 1) 14 1.9292 2.0105 27 1.0000 1.0000 +0.0000
Vectors with m^2 = 9: 30, of which S = 1: 6
Average of S54 over m^2 = 9: 0.9407
Largest q with S54 < 1: 1.7861 bohr^-1
N = 54: largest |S - S bulk| over all q = 0.06176
N = 1478: largest |S - S bulk| over all q = 0.01139
N = 66802: largest |S - S bulk| over all q = 0.00109
Generating-function check, largest error in S: 5.6e-07
Excitation-volume check, largest error in S: 2.2e-16
```
